# Importance sampling of narrow gaps for parts-per-million dielectric breakdown: a program that tests the result

```python
"""
Result under test: the ten-year breakdown probability P of a block of vias in a
low-k dielectric is the mean of w*h under a proposal g, with w = f/g, and the
effective sample size (ESS) of w*h gives its error only if g reaches every
failure region often enough.
z0: shared overlay error, z_i: local error of via i (standard normals under f)
x_i = SIG_G*z0 + SIG_L*z_i: displacement; the two gaps are S0 - x_i, S0 + x_i
h = 1 - exp(-sum (t/eta)^BETA): failure probability for given displacements
ln eta = ln ETA_REF - G*(sqrt(E) - sqrt(E_REF)), E = V/gap
theta: exponential tilt of the displacement of one randomly chosen via
a: shift of z0 alone (a poorer proposal); alpha: share of draws left nominal
rho = P^2 / E_f[w h^2]: population ESS per draw
Units: nm, V, MV/cm, hours, K, eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

S0, SIG_G, SIG_L, VOLT, M_VIA = 14.0, 2.0, 1.0, 1.0, 100
VAR = SIG_G**2 + SIG_L**2
BETA, G, E_REF, ETA_REF = 1.2, 15.0, 4.0, 1.0e6
T_USE = 10 * 8760.0
ALPHA, N = 0.1, 4000
RADIUS = 10.0              # via radius for the field-crowding estimate
E_ACT, TEMP = 0.8, 378.0   # activation energy, temperature
BARRIER = 3.5              # tunnelling barrier
rng = np.random.default_rng(20)


def field_boost(gap):
    """Peak field of a cylinder facing a plane, over VOLT/gap."""
    c = np.sqrt(gap**2 + 2 * RADIUS * gap)
    return c / (RADIUS * np.log((c + gap) / (c - gap)))


def log_life(gap, linear=False, curved=False):
    gap = np.maximum(gap, 0.1)      # closed gaps fail at once
    field = 10 * VOLT / gap         # 1 V/nm = 10 MV/cm
    if curved:
        field = field * field_boost(gap)
    if linear:                      # same value and slope at E_REF
        slope = G / (2 * np.sqrt(E_REF))
        return np.log(ETA_REF) - slope * (field - E_REF)
    return np.log(ETA_REF) - G * (np.sqrt(field) - np.sqrt(E_REF))


def hazard(x, time=T_USE, **law):
    lt = np.log(time)
    return (np.exp(BETA * (lt - log_life(S0 - x, **law)))
            + np.exp(BETA * (lt - log_life(S0 + x, **law))))


# ---------- reference by nested quadrature ----------
STEP = 0.02
Z = np.linspace(-14, 14, 1401)
ZL = np.linspace(-8, 8, 801)


def phi(z):
    return np.exp(-z * z / 2) / np.sqrt(2 * np.pi)


def moments(m=M_VIA, sig_g=SIG_G, **opts):
    """E[h|z0], E[h^2|z0] and one-via failure probability on the z0 grid."""
    hz = hazard(sig_g * Z[:, None] + SIG_L * ZL[None, :], **opts)
    q1 = -np.expm1(-hz) @ phi(ZL) * STEP
    q2 = -np.expm1(-2 * hz) @ phi(ZL) * STEP
    q1c, q2c = np.minimum(q1, 1 - 1e-15), np.minimum(q2, 1 - 1e-15)
    f1 = -np.expm1(m * np.log1p(-q1c))
    f2 = -np.expm1(m * np.log1p(-q2c))
    return f1, 2 * f1 - f2, q1


def prob(**opts):
    return np.sum(phi(Z) * moments(**opts)[0]) * STEP


H1, H2, Q1 = moments()
P = np.sum(phi(Z) * H1) * STEP
p_via = np.sum(phi(Z) * Q1) * STEP


# ---------- importance sampling ----------
def shared_weight(z0, a, alpha, two_sided):
    tilt = np.cosh(a * z0) if two_sided else np.exp(a * z0)
    return 1 / (alpha + (1 - alpha) * np.exp(-a * a / 2) * tilt)


def via_weight(x, theta, alpha, two_sided):
    tilt = np.cosh(theta * x) if two_sided else np.exp(theta * x)
    ratio = np.exp(-theta**2 * VAR / 2) * tilt.mean(axis=1)
    return 1 / (alpha + (1 - alpha) * ratio)


def directions(alpha, two_sided):
    sign = rng.choice([-1, 1], N) if two_sided else np.ones(N)
    return sign * (rng.random(N) >= alpha)


def fail(x):
    return -np.expm1(-hazard(x).sum(axis=1))


def sample_shared(a, alpha, two_sided=True, b=0.0):
    """Shift z0 by a; b shifts every local coordinate as well."""
    z0 = rng.standard_normal(N) + a * directions(alpha, two_sided)
    zl = rng.standard_normal((N, M_VIA)) + b
    x = SIG_G * z0[:, None] + SIG_L * zl
    w = shared_weight(z0, a, alpha, two_sided)
    if b:
        w = w * np.exp(-b * zl.sum(axis=1) + M_VIA * b * b / 2)
    return w, fail(x), x, z0


def sample_via(theta, alpha, two_sided=True, m=M_VIA):
    """Tilt the displacement of one randomly chosen via."""
    push = theta * directions(alpha, two_sided)
    z0 = rng.standard_normal(N) + SIG_G * push
    zl = rng.standard_normal((N, m))
    zl[np.arange(N), rng.integers(m, size=N)] += SIG_L * push
    x = SIG_G * z0[:, None] + SIG_L * zl
    return via_weight(x, theta, alpha, two_sided), fail(x), x, z0


def ess(y):
    return y.sum()**2 / (y @ y) if np.any(y > 0) else 0.0


def stats(w, h, x):
    """Estimate, mean w, ESS(w), ESS(wh), and ESS(wh) on each side."""
    y = w * h
    plus = x.max(axis=1) > -x.min(axis=1)
    return [y.mean(), w.mean(), ess(w), ess(y), ess(y[plus]), ess(y[~plus])]


def repeat(count, sampler, *args, **kw):
    return np.array([stats(*sampler(*args, **kw)[:3]) for _ in range(count)])


# Weakest-link formula against simulated lifetimes of one block
xs = SIG_G * 0.5 + SIG_L * rng.standard_normal(M_VIA)
t_half = T_USE * (np.log(2) / hazard(xs).sum())**(1 / BETA)
gaps = np.concatenate([S0 - xs, S0 + xs])
lives = np.exp(log_life(gaps)) * rng.exponential(
    size=(10000, gaps.size))**(1 / BETA)
assert abs(np.mean(lives.min(axis=1) < t_half) - 0.5) < 0.025

# Second moment of the weight for one shifted normal coordinate
B_ALL = 0.5
w2 = quad(lambda z: phi(z)**2 / phi(z - B_ALL), -12, 12)[0]
assert abs(w2 / np.exp(B_ALL**2) - 1) < 1e-8


# Tilt closest to the failure-conditioned law, from weighted draws
def fit_tilt(y, x):
    keep = y > 1e-6 * y.max()
    p, xk = y[keep] / y[keep].sum(), x[keep]

    def divergence(t):
        return t * t * VAR / 2 - p @ np.log(np.cosh(t * xk).mean(axis=1))
    t = minimize_scalar(divergence, bounds=(1, 4), method="bounded",
                        options={"xatol": 1e-7}).x
    pull = ((xk * np.sinh(t * xk)).sum(axis=1)
            / np.cosh(t * xk).sum(axis=1))
    assert abs(t * VAR - p @ pull) < 1e-3
    return t


THETA_PILOT = 1.5
wp, hp, xp, _ = sample_via(THETA_PILOT, ALPHA)
ess_pilot = ess(wp * hp)
theta = fit_tilt(wp * hp, xp)

# Single production run; refit and efficiency against other tilts
w1, h1, x1, _ = sample_via(theta, ALPHA)
y1 = w1 * h1
est1, ess1 = y1.mean(), ess(y1)
err1 = np.sqrt(1 / ess1 - 1 / N)
theta_refit = fit_tilt(y1, x1)
assert abs(theta - theta_refit) < 0.15
tilts = np.append(np.linspace(1.7, 3.1, 15), theta)
second = np.array([np.mean(y1 * h1 * via_weight(x1, t, ALPHA, True))
                   for t in tilts])
efficiency = second.min() / second[-1]
theta_best = tilts[np.argmin(second)]
assert efficiency > 0.8

# One via: everything depends on one normal x, so rho is a plain integral
u = np.linspace(-14, 14, 14001)
xu = np.sqrt(VAR) * u
du = u[1] - u[0]
hu = -np.expm1(-hazard(xu))
p_one = np.sum(phi(u) * hu) * du
wu = via_weight(xu[:, None], theta, ALPHA, True)
rho_single = p_one**2 / (np.sum(phi(u) * wu * hu**2) * du)
assert abs(p_one / p_via - 1) < 1e-3
single = repeat(40, sample_via, theta, ALPHA, m=1)
ess_single = np.median(single[:, 3])
assert abs(ess_single / (N * rho_single) - 1) < 0.15

# Full block: repeated runs, with second moments of other proposals
a_sh = np.sum(phi(Z) * H1 * np.abs(Z)) * STEP / P
REPS = 100
rows, seconds = [], []
for _ in range(REPS):
    w, h, x, z0 = sample_via(theta, ALPHA)
    rows.append(stats(w, h, x))
    wh2 = w * h * h
    seconds.append([np.mean(wh2 * w),
                    np.mean(wh2 * via_weight(x, theta, ALPHA, False)),
                    np.mean(wh2 * shared_weight(z0, a_sh, ALPHA, True))])
good = np.array(rows)
m2_good, m2_one, m2_shared = np.mean(seconds, axis=0)
two = np.median(good, axis=0)
rho_good = P**2 / m2_good
rel_pred = np.median(np.sqrt(1 / good[:, 3] - 1 / N))
rel_seen = good[:, 0].std(ddof=1) / P
assert abs(good[:, 0].mean() / P - 1) < 4 * rel_pred / np.sqrt(REPS)
assert abs(rel_seen / rel_pred - 1) < 0.3
assert abs(two[3] / (N * rho_good) - 1) < 0.15
assert abs(good[:, 1].mean() - 1) < 0.02

# Cross-evaluated second moment against quadrature
m2_quad = np.sum(phi(Z) * shared_weight(Z, a_sh, ALPHA, True) * H2) * STEP
assert abs(m2_shared / m2_quad - 1) < 0.1
rho_shared, rho_one = P**2 / m2_quad, P**2 / m2_one
rho_nom = P**2 / (np.sum(phi(Z) * H2) * STEP)

# Which gaps cause the failures
gap1 = S0 - np.abs(x1).max(axis=1)
gap_fail = np.sum(y1 * gap1) / y1.sum()
share_narrow = y1[gap1 < 4].sum() / y1.sum()
assert share_narrow > 0.9

# Poor proposals
nominal = np.median(repeat(30, sample_shared, 0.0, 1.0), axis=0)
shared = np.median(repeat(30, sample_shared, a_sh, ALPHA), axis=0)
over = np.median(repeat(30, sample_shared, 8.0, 0.0), axis=0)
every = np.median(repeat(30, sample_shared, a_sh, 0.0, False, b=B_ALL),
                  axis=0)
one = np.median(repeat(30, sample_via, theta, ALPHA, False), axis=0)
assert nominal[2] > 0.999 * N and nominal[0] < 0.2 * P
assert nominal[3] < 0.05 * N
assert shared[3] > 1.15 * N * rho_shared and rho_good > rho_shared
assert over[3] < 50 and every[3] < 50
assert abs(one[0] / (P / 2) - 1) < 0.08 and one[3] > 0.8 * two[3]
assert abs(one[1] - 1) < 0.1 and rho_one < 1e-4
assert one[5] < 0.25 * one[4] and two[5] > 0.5 * two[4]

# Field crowding: line-charge potential, equipotential and its slope
c0 = np.sqrt(S0**2 + 2 * RADIUS * S0)


def pot(x, y):
    return 0.5 * np.log(((x + c0)**2 + y**2) / ((x - c0)**2 + y**2))


ang = np.linspace(0, 2 * np.pi, 50)
ring = pot(S0 + RADIUS + RADIUS * np.cos(ang), RADIUS * np.sin(ang))
assert np.ptp(ring) < 1e-10
slope_fd = (pot(S0 + 1e-4, 0) - pot(S0 - 1e-4, 0)) / 2e-4
assert abs(slope_fd * S0 / ring[0] / field_boost(S0) - 1) < 1e-6

# Sizes of neglected effects
r_linear = prob(linear=True) / P
r_curved = prob(curved=True) / P
r_sigma = prob(sig_g=1.1 * SIG_G) / P
kb = const.k / const.e
speed = np.exp(E_ACT / kb * (1 / TEMP - 1 / (TEMP + 10)))
r_temp = prob(time=T_USE * speed) / P
r_hour = prob(time=1.0) / P
inside = np.abs(Z) <= 3 + 1e-9
mass = np.sum(phi(Z)[inside]) * STEP
r_cut = np.sum((phi(Z) * H1)[inside]) * STEP / mass / P
r_many = prob(m=10000) / P
r_indep = -np.expm1(M_VIA * np.log1p(-p_via)) / P
assert r_cut < 0.2 and r_many < 100 and r_indep > 1

# Direct tunnelling at the mean failing gap (WKB, free-electron supply)
K0 = 2 * np.sqrt(2 * const.m_e * const.e) / const.hbar * 1e-9


def wkb(depth):
    top = BARRIER + depth
    return (K0 * gap_fail * 2 / (3 * VOLT)
            * (top**1.5 - (top - VOLT)**1.5))


direct = K0 * quad(lambda x: np.sqrt(BARRIER - VOLT * x / gap_fail),
                   0, gap_fail)[0]
assert abs(direct / wkb(0) - 1) < 1e-8
supply = quad(lambda d: min(d, VOLT) * np.exp(wkb(0) - wkb(d)),
              0, 5, points=[VOLT])[0] * np.exp(-wkb(0))
j_tun = (const.e * const.m_e / (2 * np.pi**2 * const.hbar**3)
         * const.e**2 * supply * 1e-4)

print(f"gap {S0} nm, bias {VOLT} V, vias {M_VIA}")
print(f"overlay sigma {SIG_G} nm, local sigma {SIG_L} nm")
print(f"Weibull slope {BETA}, G {G} (cm/MV)^0.5")
print(f"reference life {ETA_REF:.1e} h at {E_REF} MV/cm")
print(f"service time {T_USE:.0f} h, draws per run {N}")
print(f"nominal field {10*VOLT/S0:.3f} MV/cm")
print(f"nominal life of one gap {np.exp(log_life(S0)):.2e} h")
print(f"P by quadrature {P*1e6:.3f} ppm")
print(f"pilot tilt {THETA_PILOT} /nm, pilot ESS(wh) {ess_pilot:.0f}")
print(f"fitted tilt {theta:.3f} /nm, refitted {theta_refit:.3f} /nm")
print(f"least-variance tilt on grid {theta_best:.2f} /nm")
print(f"efficiency relative to it {efficiency:.3f}")
print(f"shifts: z0 {theta*SIG_G:.3f}, chosen z_i {theta*SIG_L:.3f}")
print(f"nominal share alpha {ALPHA}")
print(f"one via: ESS {ess_single:.0f}, quadrature {N*rho_single:.0f}")
print(f"block: median ESS {two[3]:.0f}, pooled {N*rho_good:.0f}")
print(f"single run P {est1*1e6:.3f} ppm, ESS(wh) {ess1:.0f}")
print(f"single run relative error {100*err1:.2f} %")
print(f"single run mean weight {w1.mean():.3f}")
print(f"mean of {REPS} runs {good[:,0].mean()*1e6:.3f} ppm")
print(f"spread seen {100*rel_seen:.2f} %, from ESS {100*rel_pred:.2f} %")
print(f"draws for 10 % error: {(1/rho_good-1)/0.01:.0f}")
print(f"same by counting failures: {(1-P)/P/0.01:.2e}")
print(f"mean narrowest gap at failure {gap_fail:.2f} nm")
print(f"field at that gap {10*VOLT/gap_fail:.2f} MV/cm")
print(f"share of P from gaps below 4 nm {100*share_narrow:.2f} %")
print("medians: P/ppm, mean w, ESS(w), ESS(wh), ESS(+), ESS(-)")
for name, r in (("one via tilted", two), ("nominal", nominal),
                ("shared only", shared), ("overshoot a=8", over),
                ("all shifted", every), ("one-sided", one)):
    print(f"{name}: {r[0]*1e6:.3g}, {r[1]:.3g}, {r[2]:.1f}, "
          f"{r[3]:.1f}, {r[4]:.1f}, {r[5]:.1f}")
print(f"shared-only shift of z0 {a_sh:.3f}")
print(f"all shifted: local shift {B_ALL}, log10 of ESS(w)/n "
      f"{-(a_sh**2+M_VIA*B_ALL**2)/np.log(10):.1f}")
print("population ESS(wh) of one run:")
print(f"shared only {N*rho_shared:.1f}, one-sided {N*rho_one:.2e}, "
      f"nominal {N*rho_nom:.2e}")
print("P relative to the model when a neglected effect is put in:")
print(f"linear-field law {r_linear:.3f}")
print(f"round via, radius {RADIUS} nm: {r_curved:.3f}")
print(f"field boost at nominal gap {field_boost(S0):.3f}, "
      f"at failing gap {field_boost(gap_fail):.3f}")
print(f"overlay sigma 10 % larger {r_sigma:.3f}")
print(f"overlay cut at 3 sigma {r_cut:.2e}")
print(f"10 K above {TEMP:.0f} K, {E_ACT} eV: {r_temp:.3f}")
print(f"failing within first hour {r_hour:.3f}")
print(f"10000 vias instead of {M_VIA}: {r_many:.3f}")
print(f"vias wrongly taken as independent {r_indep:.3f}")
print(f"tunnelling, barrier {BARRIER} eV: {j_tun:.1e} A/cm2")
print("success")
```

Printed output:

```
gap 14.0 nm, bias 1.0 V, vias 100
overlay sigma 2.0 nm, local sigma 1.0 nm
Weibull slope 1.2, G 15.0 (cm/MV)^0.5
reference life 1.0e+06 h at 4.0 MV/cm
service time 87600 h, draws per run 4000
nominal field 0.714 MV/cm
nominal life of one gap 3.34e+13 h
P by quadrature 7.351 ppm
pilot tilt 1.5 /nm, pilot ESS(wh) 198
fitted tilt 2.314 /nm, refitted 2.312 /nm
least-variance tilt on grid 2.31 /nm
efficiency relative to it 1.000
shifts: z0 4.627, chosen z_i 2.314
nominal share alpha 0.1
one via: ESS 817, quadrature 815
block: median ESS 760, pooled 755
single run P 7.803 ppm, ESS(wh) 780
single run relative error 3.21 %
single run mean weight 0.994
mean of 100 runs 7.367 ppm
spread seen 3.77 %, from ESS 3.27 %
draws for 10 % error: 430
same by counting failures: 1.36e+07
mean narrowest gap at failure 1.94 nm
field at that gap 5.16 MV/cm
share of P from gaps below 4 nm 99.19 %
medians: P/ppm, mean w, ESS(w), ESS(wh), ESS(+), ESS(-)
one via tilted: 7.35, 0.994, 422.5, 759.6, 378.7, 381.6
nominal: 0.102, 1, 4000.0, 7.4, 11.6, 10.3
shared only: 7.21, 1, 434.6, 242.5, 127.3, 126.1
overshoot a=8: 4.58, 2.44e-05, 1.7, 3.2, 3.0, 2.0
all shifted: 0.3, 0.00101, 2.8, 3.6, 3.6, 0.0
one-sided: 3.73, 0.989, 413.4, 768.0, 762.6, 19.5
shared-only shift of z0 4.491
all shifted: local shift 0.5, log10 of ESS(w)/n -19.6
population ESS(wh) of one run:
shared only 146.1, one-sided 7.65e-03, nominal 3.83e-02
P relative to the model when a neglected effect is put in:
linear-field law 1.787
round via, radius 10.0 nm: 1.659
field boost at nominal gap 1.433, at failing gap 1.064
overlay sigma 10 % larger 5.572
overlay cut at 3 sigma 6.14e-03
10 K above 378 K, 0.8 eV: 1.258
failing within first hour 0.080
10000 vias instead of 100: 15.632
vias wrongly taken as independent 2.027
tunnelling, barrier 3.5 eV: 6.2e-07 A/cm2
success
```
